# Apparent nuclear g factors in 2P1/2 levels and the Breit-Rabi formula: a program that tests the result

```python
"""
Result under test: in a 2P1/2 level the Breit-Rabi formula is not exact.
Mixing with 2P3/2 (higher by Delta) adds, to first order in 1/Delta,
    delta * B.I + kappa * B.U.J
    delta = (2/9)(gS-gL) muB (a-2 ac)/Delta
    kappa = 2 (gS-gL) muB b / (I(2I-1) Delta)
The first term shifts the apparent nuclear g factor; the second also breaks
the Breit-Rabi shape.
Symbols: a = orbital/spin-dipolar hyperfine constant, ac = contact constant,
b = quadrupole constant of 2P3/2, U = traceless symmetric tensor of nuclear
spin components, M = total magnetic quantum number, gI = nuclear g factor
with nuclear Zeeman energy -gI muN B Iz. Energies are in MHz, fields in T.
"""
import numpy as np
from scipy import constants as const

pc = const.physical_constants
muB = pc["Bohr magneton in Hz/T"][0] * 1e-6
muN = pc["nuclear magneton in MHz/T"][0]
gS = -pc["electron g factor"][0]
gL = 1.0
gJ = (4 * gL - gS) / 3
a0 = pc["Bohr radius"][0]

# Round model parameters
spin = 1.5
gI = 1.4
r3 = 3.0             # mean inverse cube radius in a0^-3
Delta = 25.0e6
contact_ratio = -0.05
b_quad = 60.0
field = 0.1


def dipole_constant(g_nuc):
    """Hyperfine constant a from the magnetic interaction, in MHz."""
    joule = (2 * const.mu_0 / (4 * np.pi) * pc["Bohr magneton"][0]
             * g_nuc * pc["nuclear magneton"][0] * r3 / a0**3)
    return joule / const.h * 1e-6


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)]


# p-shell operators: Cartesian orbitals, then states mL = 1, 0, -1
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k] = 1
    eps[i, k, j] = -1
to_m = np.array([[-1, 0, 1], [-1j, 0, -1j], [0, np.sqrt(2), 0]]) / np.sqrt(2)
L3 = [to_m.conj().T @ (-1j * eps[k]) @ to_m for k in range(3)]
u, w = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(12) / 12
uu, pp = np.meshgrid(u, phi, indexing="ij")
ss = np.sqrt(1 - uu**2)
n = np.array([ss * np.cos(pp), ss * np.sin(pp), uu]).reshape(3, -1)
weight = np.repeat(w / 2 / 12, 12)
RR = [[to_m.conj().T @ (3 * (n * (weight * n[i] * n[j])) @ n.T) @ to_m
       for j in range(3)] for i in range(3)]

s2 = spin_matrices(0.5)
L = [np.kron(x, np.eye(2)) for x in L3]
S = [np.kron(np.eye(3), x) for x in s2]
N = [L[i] - S[i] + 3 * sum(np.kron(RR[i][j], s2[j]) for j in range(3))
     for i in range(3)]
LS = sum(L[k] @ S[k] for k in range(3))
P6 = (0.5 * np.eye(6) - LS) / 1.5      # projector on 2P1/2
Q6 = np.eye(6) - P6                    # projector on 2P3/2
J = [L[k] + S[k] for k in range(3)]


def nuclear_tensor(I):
    K = spin_matrices(I)
    one = np.eye(len(K[0]))
    return [[(K[i] @ K[j] + K[j] @ K[i]) / 2
             - (i == j) * I * (I + 1) / 3 * one
             for j in range(3)] for i in range(3)]


def hyperfine(I, a, ac, b):
    K = spin_matrices(I)
    H = sum(np.kron(a * N[k] + ac * S[k], K[k]) for k in range(3))
    if b != 0:
        U = nuclear_tensor(I)
        pref = -(5 * b / 2) / (6 * I * (2 * I - 1))
        for i in range(3):
            for j in range(3):
                grad = 3 * RR[i][j] - (i == j) * np.eye(3)
                H = H + pref * np.kron(np.kron(grad, np.eye(2)), 3 * U[i][j])
    return H


def hamiltonian(I, B, a, ac, b, g_nuc, gap=Delta, coupled=True):
    K = spin_matrices(I)
    one = np.eye(len(K[0]))
    H = hyperfine(I, a, ac, b)
    H = H + muB * B * np.kron(gL * L[2] + gS * S[2], one)
    H = H - g_nuc * muN * B * np.kron(np.eye(6), K[2])
    P, Q = np.kron(P6, one), np.kron(Q6, one)
    if not coupled:
        H = P @ H @ P + Q @ H @ Q
    return H + gap * Q


def lower_levels(I, H):
    """Levels of 2P1/2 sorted by M, found block by block."""
    K = spin_matrices(I)
    Fz = np.kron(J[2], np.eye(len(K[0]))) + np.kron(np.eye(6), K[2])
    M_of = np.rint(np.diag(Fz).real).astype(int)
    outside = M_of[:, None] != M_of[None, :]
    assert np.max(np.abs(H[outside])) < 1e-6
    top = int(I + 0.5)
    out = {}
    for M in range(-top, top + 1):
        ix = np.where(M_of == M)[0]
        ev = np.linalg.eigvalsh(H[np.ix_(ix, ix)])
        out[M] = ev[:1] if abs(M) == top else ev[:2]
    return out


def formula_levels(I, B, A, gj, g_nuc, kappa=0.0):
    """Breit-Rabi levels (kappa = 0), or with the quadrupole cross term."""
    top = int(I + 0.5)
    out = {}
    for M in range(-top, top + 1):
        if abs(M) == top:
            slope = (gj * muB / 2 - g_nuc * muN * I
                     + kappa * I * (2 * I - 1) / 6)
            out[M] = np.array([A * I / 2 + np.sign(M) * B * slope])
        else:
            mean = -A / 4 - (g_nuc * muN + kappa / 2) * B * M
            D = (A * M + (gj * muB + g_nuc * muN) * B
                 + kappa * B * (M**2 + 0.25 - I * (I + 1) / 3))
            off2 = ((I + 0.5)**2 - M**2) * (A + kappa * B * M)**2
            root = np.sqrt(D**2 + off2) / 2
            out[M] = np.array([mean - root, mean + root])
    return out


def flat(levels):
    return np.concatenate([levels[M] for M in sorted(levels)])


def pair_g(levels, B):
    return -(levels[1].sum() - levels[-1].sum()) / (4 * muN * B)


a = dipole_constant(gI)
ac = contact_ratio * a

# First-order constants by projection of the electronic operators
Ne = a * N[2] + ac * S[2]
A1 = (np.trace(P6 @ Ne @ P6 @ J[2]) / np.trace(P6 @ J[2] @ J[2])).real
A3 = (np.trace(Q6 @ Ne @ Q6 @ J[2]) / np.trace(Q6 @ J[2] @ J[2])).real
gJ_num = (np.trace(P6 @ (gL * L[2] + gS * S[2]) @ J[2])
          / np.trace(P6 @ J[2] @ J[2])).real
assert abs(A1 - (8 * a / 3 - ac / 3)) < 1e-9 * A1
assert abs(A3 - (8 * a / 15 + ac / 3)) < 1e-9 * A1
assert abs(gJ_num - gJ) < 1e-12
# Stretched state mL = 1, spin up, mI = I has quadrupole energy b/4
assert abs(hyperfine(spin, 0, 0, b_quad)[0, 0] - b_quad / 4) < 1e-9

# Off-diagonal elements between the m = 1/2 states of the two levels
low = np.zeros(6)
high = np.zeros(6)
low[1], low[2] = np.sqrt(2 / 3), -np.sqrt(1 / 3)
high[1], high[2] = np.sqrt(1 / 3), np.sqrt(2 / 3)
assert np.allclose(P6 @ low, low) and np.allclose(Q6 @ high, high)
S_off = (high @ S[2] @ low).real
N_off = (high @ N[2] @ low).real
assert abs(S_off + np.sqrt(2) / 3) < 1e-12
assert abs(N_off - np.sqrt(2) / 6) < 1e-12

delta = 2 / 9 * (gS - gL) * muB * (a - 2 * ac) / Delta
delta_from_A = (gS - gL) * muB * (7 * A1 - 25 * A3) / (24 * Delta)
delta_no_contact = (gS - gL) * muB * A1 / (12 * Delta)
kappa = 2 * (gS - gL) * muB * b_quad / (spin * (2 * spin - 1) * Delta)
assert abs(delta_from_A / delta - 1) < 1e-9

# Effective operators from the explicit second-order sum
K = spin_matrices(spin)
oneI = np.eye(len(K[0]))
P, Q = np.kron(P6, oneI), np.kron(Q6, oneI)
V = muB * np.kron(gL * L[2] + gS * S[2], oneI)


def cross_term(W):
    X = P @ V @ Q @ W @ P
    return -(X + X.conj().T) / Delta


dip_sum = cross_term(hyperfine(spin, a, ac, 0))
dip_formula = delta * P @ np.kron(np.eye(6), K[2])
assert np.max(np.abs(dip_sum - dip_formula)) < 1e-9 * delta
U = nuclear_tensor(spin)
quad_sum = cross_term(hyperfine(spin, 0, 0, b_quad))
quad_formula = kappa * sum(np.kron(P6 @ J[j] @ P6, U[2][j]) for j in range(3))
assert np.max(np.abs(quad_sum - quad_formula)) < 1e-9 * kappa

# Apparent g factors from pair sums of fully diagonalized levels
full = lower_levels(spin, hamiltonian(spin, field, a, ac, b_quad, gI))
dip = lower_levels(spin, hamiltonian(spin, field, a, ac, 0, gI))
iso = lower_levels(spin, hamiltonian(spin, field, a, ac, b_quad, gI,
                                     coupled=False))
wide = lower_levels(spin, hamiltonian(spin, field, a, ac, 0, gI,
                                      gap=2 * Delta))
g_full, g_dip = pair_g(full, field), pair_g(dip, field)
g_iso, g_wide = pair_g(iso, field), pair_g(wide, field)
g_dip_formula = gI - delta / muN
g_full_formula = g_dip_formula + kappa / (2 * muN)
shift = delta / muN
assert abs(g_iso - gI) < 1e-3 * shift
assert abs(g_dip - g_dip_formula) < 1e-3 * shift
assert abs(g_full - g_full_formula) < 1e-3 * shift
assert abs((gI - g_wide) / (gI - g_dip) - 0.5) < 1e-3

# Relative dipole shift is the same for another nuclear moment
alpha = const.fine_structure
Delta_au = Delta * 1e6 * const.h / pc["Hartree energy"][0]
sigma = (gS - gL) * alpha**2 * r3 * (1 - 2 * contact_ratio) / (9 * Delta_au)
gI_other = 2.0
a_other = dipole_constant(gI_other)
other = lower_levels(spin, hamiltonian(spin, field, a_other,
                                       contact_ratio * a_other, 0, gI_other))
sigma_num = 1 - g_dip / gI
sigma_other = 1 - pair_g(other, field) / gI_other
assert abs(sigma_num / sigma - 1) < 1e-3
assert abs(sigma_other / sigma - 1) < 1e-3

# I = 1/2: combine the M = 0 gap with the stretched-level difference
half0 = lower_levels(0.5, hamiltonian(0.5, 0.0, a, ac, 0, gI))
halfB = lower_levels(0.5, hamiltonian(0.5, field, a, ac, 0, gI))
A_half = half0[0][1] - half0[0][0]
gap_half = halfB[0][1] - halfB[0][0]
stretch = halfB[1][0] - halfB[-1][0]
g_half = (np.sqrt(gap_half**2 - A_half**2) - stretch) / (2 * muN * field)
assert abs(g_half - g_dip_formula) < 1e-2 * shift

# All levels: zero-field interval and centroid are inputs to the formulas
zero = lower_levels(spin, hamiltonian(spin, 0.0, a, ac, b_quad, gI))
A_eff = (zero[0][1] - zero[0][0]) / (spin + 0.5)
centre = zero[0][1] - A_eff * spin / 2
common = -2 / 9 * (gS - gL)**2 * (muB * field)**2 / Delta
exact = flat(full) - centre - common
plain = flat(formula_levels(spin, field, A_eff, gJ, gI))
corrected = flat(formula_levels(spin, field, A_eff, gJ, g_dip_formula, kappa))
err_plain = exact - plain
err_corr = exact - corrected
# Remaining terms are third order, a few Hz at most for this field
assert np.max(np.abs(err_corr)) < 5e-6
assert np.max(np.abs(err_plain)) > 100 * np.max(np.abs(err_corr))


def fit_breit_rabi(data):
    """Least-squares fit of A, gJ, gI and a common offset at one field."""
    p = np.array([A_eff, gJ, gI, 0.0])
    steps = np.array([0.1, 1e-4, 1e-3, 1.0])

    def model(q):
        return flat(formula_levels(spin, field, q[0], q[1], q[2])) + q[3]

    for _ in range(5):
        cols = []
        for i in range(4):
            d = np.zeros(4)
            d[i] = steps[i]
            cols.append((model(p + d) - model(p - d)) / 2)
        change = np.linalg.lstsq(np.array(cols).T, data - model(p),
                                 rcond=None)[0]
        p = p + change * steps
    return p, np.max(np.abs(data - model(p)))


fit_dip, res_dip = fit_breit_rabi(flat(dip))
fit_full, res_full = fit_breit_rabi(flat(full))
assert res_dip < 2e-6
assert res_full > 20 * res_dip
assert abs(fit_dip[2] - g_dip_formula) < 1e-2 * shift

print(f"nuclear spin I = {spin:.1f}")
print(f"bare nuclear g factor gI = {gI:.4f}")
print(f"mean inverse cube radius = {r3:.1f} a0^-3")
print(f"fine-structure splitting Delta = {Delta:.4e} MHz")
print(f"contact ratio ac/a = {contact_ratio:.3f}")
print(f"quadrupole constant b of 2P3/2 = {b_quad:.1f} MHz")
print(f"field B = {field:.2f} T")
print(f"muB/h = {muB:.4f} MHz/T; muN/h = {muN:.6f} MHz/T")
print(f"gS = {gS:.6f}; gL = {gL:.1f}; gJ = {gJ:.6f}")
print(f"a = {a:.4f} MHz; ac = {ac:.4f} MHz")
print(f"A1 (2P1/2) = {A1:.4f} MHz; A3 (2P3/2) = {A3:.4f} MHz")
print(f"off-diagonal Sz = {S_off:.6f}; Nz = {N_off:.6f}")
print(f"delta = {delta:.6f} MHz/T")
print(f"delta if contact is ignored = {delta_no_contact:.6f} MHz/T")
print(f"kappa = {kappa:.6f} MHz/T")
print(f"dipole shift of g factor, -delta/muN = {-shift:.6f}")
print(f"quadrupole part, kappa/(2 muN) = {kappa / (2 * muN):.6f}")
print(f"pair-sum g, coupling removed = {g_iso:.6f}")
print(f"pair-sum g, dipole only: diagonalized = {g_dip:.6f}")
print(f"pair-sum g, dipole only: formula = {g_dip_formula:.6f}")
print(f"pair-sum g, with quadrupole: diagonalized = {g_full:.6f}")
print(f"pair-sum g, with quadrupole: formula = {g_full_formula:.6f}")
print(f"pair-sum g, dipole only, doubled Delta = {g_wide:.6f}")
print(f"relative dipole shift sigma: formula = {100 * sigma:.4f} percent")
print(f"sigma diagonalized, gI = {gI:.1f}: {100 * sigma_num:.4f} percent")
print(f"sigma diagonalized, gI = {gI_other:.1f}: "
      f"{100 * sigma_other:.4f} percent")
print(f"apparent g for I = 1/2, diagonalized = {g_half:.6f}")
print(f"A from zero-field interval = {A_eff:.6f} MHz")
print(f"common quadratic shift = {common * 1e3:.4f} kHz")
print("M, level (MHz), error of plain (kHz) and corrected (Hz) formula:")
labels = [M for M in sorted(full) for _ in full[M]]
for M, e, ep, ec in zip(labels, exact, err_plain, err_corr):
    print(f"  {M:+d}  {e:12.6f}  {ep * 1e3:9.4f}  {ec * 1e6:8.2f}")
print(f"Breit-Rabi fit, dipole only: gI = {fit_dip[2]:.6f}")
print(f"  largest residual = {res_dip * 1e6:.2f} Hz")
print(f"Breit-Rabi fit, with quadrupole: gI = {fit_full[2]:.6f}")
print(f"  largest residual = {res_full * 1e6:.2f} Hz")
print("finished without a failed check")
```

It prints:

```
nuclear spin I = 1.5
bare nuclear g factor gI = 1.4000
mean inverse cube radius = 3.0 a0^-3
fine-structure splitting Delta = 2.5000e+07 MHz
contact ratio ac/a = -0.050
quadrupole constant b of 2P3/2 = 60.0 MHz
field B = 0.10 T
muB/h = 13996.2449 MHz/T; muN/h = 7.622593 MHz/T
gS = 2.002319; gL = 1.0; gJ = 0.665894
a = 400.7248 MHz; ac = -20.0362 MHz
A1 (2P1/2) = 1075.2781 MHz; A3 (2P3/2) = 207.0411 MHz
off-diagonal Sz = -0.471405; Nz = 0.235702
delta = 0.054967 MHz/T
delta if contact is ignored = 0.050283 MHz/T
kappa = 0.022446 MHz/T
dipole shift of g factor, -delta/muN = -0.007211
quadrupole part, kappa/(2 muN) = 0.001472
pair-sum g, coupling removed = 1.400000
pair-sum g, dipole only: diagonalized = 1.392789
pair-sum g, dipole only: formula = 1.392789
pair-sum g, with quadrupole: diagonalized = 1.394261
pair-sum g, with quadrupole: formula = 1.394261
pair-sum g, dipole only, doubled Delta = 1.396394
relative dipole shift sigma: formula = 0.5151 percent
sigma diagonalized, gI = 1.4: 0.5151 percent
sigma diagonalized, gI = 2.0: 0.5151 percent
apparent g for I = 1/2, diagonalized = 1.392789
A from zero-field interval = 1075.277085 MHz
common quadratic shift = -17.4937 kHz
M, level (MHz), error of plain (kHz) and corrected (Hz) formula:
  -2    342.048718    -9.3689     -1.49
  -1  -1201.682724    -2.6449      0.55
  -1    666.169759    -6.1037     -0.30
  +0  -1440.941798     1.5409      0.32
  +0    903.303257    -1.5405      0.14
  +1  -1639.380620     5.0681      0.26
  +1   1099.616501     3.6813      0.27
  +2   1270.866908     9.3676      0.19
Breit-Rabi fit, dipole only: gI = 1.392789
  largest residual = 0.22 Hz
Breit-Rabi fit, with quadrupole: gI = 1.394174
  largest residual = 982.39 Hz
finished without a failed check
```
